# Current-phase relation of a weak link between two Kitaev chains

## Problem

Two long Kitaev chains, \(s=L,R\), each have \(N\) sites and the mean-field Hamiltonian

\[
H_s=-\mu\sum_{j=1}^{N}\left(c_{s,j}^\dagger c_{s,j}-\tfrac12\right)+\sum_{j=1}^{N-1}\left[-t\,c_{s,j}^\dagger c_{s,j+1}+\Delta e^{-i\varphi_s}c_{s,j}c_{s,j+1}+\text{h.c.}\right],
\]

with \(t>0\), \(\Delta>0\) and \(|\mu|<2t\). The last site of the left chain is joined to the first site of the right chain by

\[
H_T=-w\left(c_{L,N}^\dagger c_{R,1}+c_{R,1}^\dagger c_{L,N}\right),
\]

where \(w>0\) is much smaller than the bulk gap. Let \(\phi=\varphi_R-\varphi_L\). Atomic units are used in the algebra, so \(\hbar=e=1\).

1. Find, to leading order in \(w\), the excitation energy of the state bound at the link.
2. Find the current when the fermion parity of the junction is fixed, and its period in \(\phi\).
3. Find the current in thermal equilibrium, when that parity can relax, and its period.

## A tempting solution

The phases enter the Hamiltonian only through \(e^{\pm i\varphi_s}\). Hence \(H(\phi+2\pi)=H(\phi)\), and the energy levels at \(\phi+2\pi\) are those at \(\phi\). Fixing the parity selects one level \(E(\phi)\), so \(E(\phi+2\pi)=E(\phi)\). The current is proportional to \(dE/d\phi\) and has period \(2\pi\). Thermal equilibrium averages over such levels and keeps this period. The two situations may differ in the size of the current, but not in its period.

## Where it fails

The Hamiltonian is indeed periodic, and so is the set of its levels. The step from the set to a single level is the fault. A set of two levels \(\{E_1,E_2\}\) can return to itself while its members trade places, \(E_1(\phi+2\pi)=E_2(\phi)\). A level followed continuously then needs two turns to come back. For this the levels must cross, and a conserved quantity must keep the system on its level through the crossing. Whether this happens has to be found from the bound state itself.

## Solution

### Majorana form of a chain

Remove the phase from the pairing term by writing

\[
c_{s,j}=e^{i\varphi_s/2}\,\tilde c_{s,j},\qquad \tilde c_{s,j}=\tfrac12(a_{s,j}+ib_{s,j}).
\]

The operators \(a,b\) are Hermitian, square to one, and anticommute when different. Within one chain, dropping the index \(s\),

\[
\tilde c_j^\dagger\tilde c_j-\tfrac12=\tfrac14(a_j-ib_j)(a_j+ib_j)-\tfrac12=\tfrac i2a_jb_j .
\]

In the bond terms, products such as \(a_ja_{j+1}\) cancel against their Hermitian conjugates, which leaves

\[
\tilde c_j^\dagger\tilde c_{j+1}+\text{h.c.}=\tfrac i2(a_jb_{j+1}-b_ja_{j+1}),\qquad
\tilde c_j\tilde c_{j+1}+\text{h.c.}=\tfrac i2(a_jb_{j+1}+b_ja_{j+1}).
\]

Therefore

\[
H_s=\frac i2\left\{-\mu\sum_{j=1}^{N}a_jb_j+\sum_{j=1}^{N-1}\left[(\Delta-t)a_jb_{j+1}+(\Delta+t)b_ja_{j+1}\right]\right\}.
\]

Since \(b_ja_{j+1}=-a_{j+1}b_j\), this is \(\frac i2\sum_{jk}a_jM_{jk}b_k\) with \(M_{jj}=-\mu\), \(M_{j,j+1}=\Delta-t\) and \(M_{j,j-1}=-(\Delta+t)\).

### The end modes

At the left end of the right chain, try \(\gamma_R=\sum_ju_ja_j\) with real \(u_j\). From \([a_jb_k,a_l]=-2\delta_{jl}b_k\),

\[
[H_R,\gamma_R]=-i\sum_{jk}u_jM_{jk}b_k .
\]

This vanishes if the coefficient of every \(b_k\) does:

\[
(t+\Delta)u_{k+1}+\mu u_k+(t-\Delta)u_{k-1}=0,\qquad u_0=0 .
\]

The condition \(u_0=0\) expresses that there is no site to the left of the first.

Solutions are built from powers \(x^k\), where \(x\) is a root of \(f(x)=(t+\Delta)x^2+\mu x+(t-\Delta)\). The product of the roots is \(p=(t-\Delta)/(t+\Delta)\), with \(|p|<1\). Complex roots have \(|x|^2=p<1\). For real roots, \(f(\pm1)=2t\pm\mu>0\) means that neither \(1\) nor \(-1\) lies between them. They cannot both lie above \(1\) or both below \(-1\), because their product would exceed one. Both roots thus lie inside the unit circle, and the mode decays into the chain. At \(|\mu|=2t\) a root reaches the circle and the end mode is lost.

The link needs the amplitude \(u_1\), with the normalization \(\sum_ju_j^2=1\) that makes \(\gamma_R^2=1\). Put \(q=-\mu/(t+\Delta)\), so that \(u_{j+1}=qu_j-pu_{j-1}\), and let \(B=\sum_{j\ge1}u_ju_{j+1}\). Multiplying the recurrence by \(u_j\) and summing gives \(B=q-pB\), or \(B=q/(1+p)\). Squaring it and summing gives

\[
1-u_1^2=q^2+p^2-2qpB .
\]

Hence

\[
u_1^2=1-p^2-q^2+\frac{2pq^2}{1+p}=\frac{1-p}{1+p}\left[(1+p)^2-q^2\right].
\]

With \(1+p=2t/(t+\Delta)\) and \(1-p=2\Delta/(t+\Delta)\),

\[
u_1^2=\frac{\Delta}{t}\,\frac{4t^2-\mu^2}{(t+\Delta)^2}.
\]

At the right end of the left chain, take \(\gamma_L=\sum_jv_jb_j\). Now \([a_jb_k,b_l]=2\delta_{kl}a_j\), and the condition is \(\sum_kM_{jk}v_k=0\). Setting \(v_j=u_{N+1-j}\) turns it into the recurrence already solved. The amplitude of \(\gamma_L\) on the last site is again \(u_1\).

### The bound level

Because \(w\) is small compared with the gap, the leading effect of the link is its projection onto the end modes. The component of \(b_{L,N}\) along \(\gamma_L\) is \(u_1\), and \(a_{L,N}\) has none. The component of \(a_{R,1}\) along \(\gamma_R\) is \(u_1\), and \(b_{R,1}\) has none. The modes at the outer ends are negligible here in long chains. Thus

\[
c_{L,N}\to\tfrac i2e^{i\varphi_L/2}u_1\gamma_L,\qquad c_{R,1}\to\tfrac12e^{i\varphi_R/2}u_1\gamma_R ,
\]

\[
c_{L,N}^\dagger c_{R,1}\to-\tfrac i4u_1^2e^{i\phi/2}\gamma_L\gamma_R .
\]

The operator \(i\gamma_L\gamma_R\) is Hermitian, so the conjugate term differs only by \(e^{i\phi/2}\to e^{-i\phi/2}\). The sum of the two is \(-\frac i2u_1^2\cos(\phi/2)\gamma_L\gamma_R\). Multiplication by \(-w\) gives

\[
H_{\rm eff}=\frac{\Gamma}{2}\cos\frac\phi2\;P,\qquad P=i\gamma_L\gamma_R,\qquad \Gamma=wu_1^2 .
\]

With the fermion \(f=\frac12(\gamma_L+i\gamma_R)\) one finds \(f^\dagger f=\frac12(1+i\gamma_L\gamma_R)\), so \(P=2f^\dagger f-1=\pm1\) is the junction parity. Then \(H_{\rm eff}=\varepsilon(f^\dagger f-\frac12)\), with

\[
\boxed{\;\varepsilon(\phi)=\Gamma\cos\frac\phi2,\qquad \Gamma=w\,\frac{\Delta}{t}\,\frac{4t^2-\mu^2}{(t+\Delta)^2}\;}
\]

The excitation energy \(\varepsilon\) is the cost of filling \(f\); it is negative when the filled state is the lower one. The energies of the two states are \(E_P=P\varepsilon/2\). Using \(\varepsilon\) in place of \(E_P\) would double the current. For \(\Delta=t\), \(\mu=0\) the end modes sit on single sites and \(\Gamma=w\); as \(|\mu|\to2t\) they spread out and \(\Gamma\to0\).

The next corrections follow from a parity argument. Each action of \(H_T\) moves one electron and reverses the fermion parity of the left chain. The operator \(i\gamma_L\gamma_R\) contains one left Majorana operator and also reverses it. Hence only odd orders in \(w\) can multiply \(P\), and the relative correction to \(\varepsilon\) is of order \(w^2\). Even orders give an energy \(E_c(\phi)\) common to both parities, which starts to depend on \(\phi\) at order \(w^2\).

### Current at fixed junction parity

The electron flow into the right chain through the link is \(J=i[H_T,N_R]\). The pairing terms also change \(N_R\), but they describe exchange with that chain's own condensate and are not counted. Since \([c_{R,1},N_R]=c_{R,1}\),

\[
J=-iw\left(c_{L,N}^\dagger c_{R,1}-c_{R,1}^\dagger c_{L,N}\right).
\]

In terms of \(\tilde c\), the phase difference appears only in the link, \(H_T=-w(e^{i\phi/2}\tilde c_{L,N}^\dagger\tilde c_{R,1}+\text{h.c.})\). Differentiation brings down \(\pm i/2\), and comparison gives \(J=2\,\partial H/\partial\phi\). In an eigenstate its mean is \(2\,dE/d\phi\).

Let \(I\) be \(e\) times the electron flow from left to right; the conventional electric current has the opposite sign. From \(E_P=\frac P2\Gamma\cos(\phi/2)\),

\[
\boxed{\;I_P(\phi)=-P\,\frac\Gamma2\sin\frac\phi2\;}
\]

This changes sign under \(\phi\to\phi+2\pi\) and has period \(4\pi\). The common energy adds \(I_c=2\,dE_c/d\phi\), which is of order \(w^2\).

The periodicity of \(H\) is respected. In the \(\tilde c\) form, \(\phi\to\phi+2\pi\) changes \(w\) into \(-w\). The transformation \((-1)^{N_R}\) undoes this, but it also reverses \(\gamma_R\), and with it \(P\). Therefore

\[
E_P(\phi+2\pi)=E_{-P}(\phi).
\]

The levels trade places, crossing at \(\phi=\pi\). Because \(P\) commutes with \(H_{\rm eff}\) at every \(\phi\), a phase swept slowly on the scale of the bulk gap carries the system straight through the crossing. A junction that starts in its ground state at \(\phi=0\) is in its excited state at \(\phi=2\pi\). The same reversal of \(w\) leaves even orders unchanged, so \(I_c\) has period \(2\pi\).

### What has to be conserved

Fixing the parity of the whole system is not enough. The outer ends carry two more zero modes, \(\alpha_L\) and \(\beta_R\). Let \(O=i\alpha_L\beta_R\). Total parity anticommutes with each of the four Majorana operators, and so does the product \(PO\). Total parity times \(PO\) therefore commutes with all four. These generate every operator on the four-dimensional low-energy space, so this combination is a number, \(\pm1\). Total parity thus fixes \(PO\), not \(P\): both values of \(P\) remain available, with the outer pair taking up the difference at no energy cost.

What protects \(P\) is the isolation of the outer modes. In a finite chain the two end modes overlap and split by an energy \(\delta\), through a term such as \(\frac\delta2i\alpha_L\gamma_L\). This term does not commute with \(P\). It anticommutes with \(P\), so it couples the two values of \(P\) with a matrix element of order \(\delta\), against their splitting \(|\varepsilon|\). Where \(|\varepsilon|\gg\delta\) it only admixes the other value with an amplitude of order \(\delta/|\varepsilon|\). Near \(\phi=\pi\), where \(|\varepsilon|\lesssim\delta\), it can flip \(P\) in a time of order \(1/\delta\). For \(\delta\ll\Gamma\) that region has a phase width of order \(\delta/\Gamma\), so a sweep at rate \(\dot\phi\) spends a time of order \(\delta/(\Gamma\dot\phi)\) in it, and \(P\) survives the passage if this is short compared with \(1/\delta\), that is if \(\dot\phi\gg\delta^2/\Gamma\). Both chains supply such a term. At fixed total parity the product of the four end operators is a number, so \(i\gamma_R\beta_R=\pm i\alpha_L\gamma_L\) and the matrix element is \((\delta_L\pm\delta_R)/2\), with opposite signs in the two parity sectors. For identical chains the terms cancel in one sector. In the other they add to \(\delta\). There the two levels separate at the rate \(\Gamma\dot\phi/2\), and the Landau–Zener probability that \(P\) survives is \(\exp[-4\pi\delta^2/(\Gamma\dot\phi)]\), so the rate must be large compared with \(4\pi\delta^2/\Gamma\). The sector in which the overlap terms cancel is not free of coupling. The link also contains the term \(-\frac w2\sin(\phi/2)\,i(a_{L,N}a_{R,1}+b_{L,N}b_{R,1})\), and the outer modes reach the link with amplitude \(u_N\). This couples \(\alpha_L\) to \(\gamma_R\) and \(\gamma_L\) to \(\beta_R\), and near \(\phi=\pi\) it gives a matrix element of order \(wu_1|u_N|\) in that sector, which takes the place of \(\delta\) in the Landau–Zener exponent. It is usually smaller than \(\delta\), but when \(\delta\) oscillates with \(N\) it can be the larger of the two. For the parameters of the next section and 9 sites per chain, the gap at \(\phi=\pi\) is \(6.9\times10^{-7}\) eV in this sector, while \(2\delta=2.1\times10^{-7}\) eV. Sweeps that are fast by both measures show the \(4\pi\) period in either sector, for times shorter than those in which stray quasiparticles change \(P\).

### Current in equilibrium

Suppose now that some process lets \(P\) relax, at a temperature with \(kT\) far below the bulk gap. The two states have probabilities \(e^{-P\varepsilon/2kT}/[2\cosh(\varepsilon/2kT)]\), so

\[
\langle P\rangle=\frac{e^{-\varepsilon/2kT}-e^{\varepsilon/2kT}}{2\cosh(\varepsilon/2kT)}=-\tanh\frac{\varepsilon}{2kT}.
\]

Averaging \(I_P\) gives

\[
\boxed{\;I_{\rm eq}(\phi)=\frac\Gamma2\sin\frac\phi2\,\tanh\!\left[\frac{\Gamma\cos(\phi/2)}{2kT}\right]\;}
\]

Under \(\phi\to\phi+2\pi\) both factors change sign, and the period is \(2\pi\). The current carried by each parity is as before; the occupations now trade places together with the levels. If total parity is fixed but the outer modes are free, each value of \(P\) still occurs once with the same energy, and the result is the same.

For \(kT\ll\Gamma\) the hyperbolic tangent becomes the sign of \(\cos(\phi/2)\). The current rises towards \(\Gamma/2\) and reverses at \(\phi=\pi\). There \(\cos(\phi/2)\approx(\pi-\phi)/2\), so the reversal is spread over a phase range of order \(4kT/\Gamma\). For \(\Gamma\ll kT\), still with \(kT\) far below the gap, \(\tanh x\approx x\) gives

\[
I_{\rm eq}\approx\frac{\Gamma^2}{4kT}\sin\frac\phi2\cos\frac\phi2=\frac{\Gamma^2}{8kT}\sin\phi .
\]

This is of order \(w^2\), like \(I_c\). A weaker link therefore does not make \(I_c\) negligible in this regime: the ratio of \(I_c\) to this current is independent of \(w\) and proportional to \(kT\).

## Numbers

Take the round model parameters \(t=10^{-3}\) eV, \(\Delta=0.6\times10^{-3}\) eV, \(\mu=0.5\times10^{-3}\) eV and \(w=10^{-4}\) eV, with 30 sites per chain. The roots are complex, with modulus \(\sqrt{0.4/1.6}=0.5\), so the end-mode envelope halves at each site. Then

\[
u_1^2=0.6\times\frac{4-0.25}{1.6^2}=0.879,\qquad \Gamma=0.879\times10^{-4}\ \text{eV}=3.23\times10^{-6}\ \text{hartree}.
\]

The bulk gap is \(1.14\times10^{-3}\) eV, about 13 times \(\Gamma\). Restoring units, the current amplitude is \(e\Gamma/(2\hbar)=10.70\) nA.

The numerical check diagonalizes the full two-chain problem and follows one bound eigenvector through \(4\pi\). Its level stays within 0.14% of \(\Gamma\) from the formula. For the state with \(P=-1\) the currents in nA are:

| \(\phi/\pi\) | full | \(I_P\) formula |
|---|---|---|
| 0.5 | 7.12 | 7.56 |
| 1.5 | 8.03 | 7.56 |
| 2.5 | −8.03 | −7.56 |
| 3.5 | −7.12 | −7.56 |

The sign change after one turn is clear, but the magnitudes differ from the formula by about 6%. The part that reverses between \(0.5\pi\) and \(2.5\pi\) is \((7.12+8.03)/2=7.58\) nA, close to \(10.697\sin(\pi/4)=7.56\) nA. The part that repeats is \((7.12-8.03)/2=-0.46\) nA. Since \(H\) is the same at the two phases and only the parity differs, this average is by construction the parity-independent current \(I_c=-0.455\) nA, which falls by a factor 4.00 when \(w\) is halved, as order \(w^2\) requires.

In equilibrium at \(kT=10^{-5}\) eV and \(\phi=\pi/2\), the argument of the hyperbolic tangent is \(6.21\times10^{-5}/(2\times10^{-5})=3.11\). The formula gives \(7.56\times0.996=7.53\) nA; the full calculation gives 7.09 nA at both \(0.5\pi\) and \(2.5\pi\). At \(kT=10^{-4}\) eV the argument is 0.311 and the formula gives \(7.56\times0.301=2.28\) nA, against 1.82 nA in full. The difference is again \(I_c\), now 20% of the bound-state value.

A many-body diagonalization of \(3+3\) sites separates the roles of the parities. It uses \(\Delta=t\), \(\mu=0\), where the outer operators drop out of \(H\), with \(w=0.1t\) and \(kT=0.05t\). The exactly conserved quantity is then total parity times \(O\), which reduces to \(P\) when no bulk quasiparticles are present, and it is this that is held fixed. With \(P=-1\) fixed in this sense, the thermal current is \(0.0335t\) at \(\pi/2\) and \(-0.0373t\) at \(5\pi/2\): a temperature comparable with \(\Gamma\) but far below the gap \(2t\) does not remove the \(4\pi\) period. With \(P\) free it is \(0.0197t\) at both phases, and at \(\pi/2\) it has the same value when total parity is held even.

The end-mode splitting indicates how long a chain must be. Because the roots are complex, it oscillates with \(N\) under an envelope that halves at each added site, so only the envelope is a safe guide. For the parameters in eV above, \(\delta=1.4\times10^{-5}\) eV with 6 sites per chain and \(2.0\times10^{-7}\) eV with 12. With 6 sites and a link of \(10^{-5}\) eV, the two lowest excitation energies at \(\phi=\pi\) are \(1.38\times10^{-5}\) and \(1.43\times10^{-5}\) eV. They stay near \(\delta\) instead of reaching zero. In the total-parity sector of the ground state the two lowest many-body levels are separated by their sum, \(2.8\times10^{-5}\) eV \(\approx2\delta\), which exceeds \(\Gamma=8.8\times10^{-6}\) eV, and \(P\) is not a conserved label. In the other sector they are separated by the difference, \(5\times10^{-7}\) eV or about 6% of \(\Gamma\), because the overlap terms of the two identical chains cancel there. What remains is proportional to \(w\) and comes from the link term that couples inner to outer modes, of order \(2wu_1|u_N|\).

## Values computed for the example and the checks

```
hopping t = 1.00e-03 eV
pairing Delta = 6.00e-04 eV
chemical potential mu = 5.00e-04 eV
link hopping w = 1.00e-04 eV
sites per chain = 30
end-mode decay factor per site = 0.5000
end-site weight u1^2 = 0.87891
bulk gap = 1.1399e-03 eV
Gamma = 8.7891e-05 eV = 3.2299e-06 hartree
fixed-parity amplitude Gamma/2 = 10.697 nA
largest level error / Gamma = 1.34e-03
level correction ratio, w against w/2 = 3.999
continuum current at pi/2 = -0.4549 nA
continuum ratio, w against w/2 = 3.997
Followed bound level (eV): phi/pi, full, formula
  0.5   6.2038e-05   6.2148e-05
  1.5  -6.2038e-05  -6.2148e-05
  2.5  -6.2038e-05  -6.2148e-05
  3.5   6.2038e-05   6.2148e-05
Current at P = -1 (nA): phi/pi, full, formula
  0.5   7.120   7.564
  1.5   8.030   7.564
  2.5  -8.030  -7.564
  3.5  -7.120  -7.564
Equilibrium, kT = 1.0e-05 eV (nA): phi/pi, full, formula
  0.5   7.090   7.534
  1.5  -7.090  -7.534
  2.5   7.090   7.534
  3.5  -7.090  -7.534
Equilibrium, kT = 1.0e-04 eV (nA): phi/pi, full, formula
  0.5   1.822   2.278
  1.5  -1.822  -2.278
  2.5   1.822   2.278
  3.5  -1.822  -2.278
cold formula maximum = 9.239 nA
cold formula maximum at phi/pi = 0.733
end-mode splitting, 6 sites = 1.408e-05 eV
end-mode splitting, 12 sites = 1.983e-07 eV
6 sites, w = 1.0e-05 eV, levels at phi = pi:
  1.383e-05 and 1.433e-05 eV
Many-body 3+3 sites, t = Delta = 1, mu = 0, currents in t:
  w = 0.10 t, kT = 0.05 t
  P = -1: 0.03353 at pi/2, -0.03727 at 5pi/2
  P free: 0.01966 at pi/2, 0.01966 at 5pi/2
  even total parity, P free: 0.01966 at pi/2
```
